# Marcus free-energy curves: the gap identity and equal curvatures, part 2

An electron moves from a donor (state A) to an acceptor (state B) in a polar solvent. With classical nuclei and no light, the transfer waits for a fluctuation that makes the two diabatic energies $E_A(q)$ and $E_B(q)$ equal at a nuclear configuration $q$. The gap is $X(q)=E_B(q)-E_A(q)$, with values $x$. Energies are in electronvolts, $T$ is the temperature, and $\langle\cdot\rangle_i$ is the equilibrium average in state $i$.

$P_i(x)$ is the normalized density of the gap in state $i$, and $F_i(x)$ is its free-energy curve on a scale common to both states. The histogram curves are $f_i(x)=-kT\ln[e_0P_i(x)]$, with $e_0$ a fixed energy. $\Delta F$ is the free energy of B minus that of A. For classical nuclei, with both states in equilibrium at one temperature and the same kinetic energy function in both, the identity holds:

$$F_B(x)=F_A(x)+x,\qquad P_B(x)=P_A(x)\,e^{-(x-\Delta F)/kT}.$$

The curves can therefore cross only at $x=0$. If they are smooth with single minima at $x_A$ and $x_B$, their average curvature between the minima is $1/(x_A-x_B)$. The reorganization energies are

$$\lambda_A=\langle X\rangle_A-\Delta F,\qquad \lambda_B=\Delta F-\langle X\rangle_B .$$

If the gap is Gaussian in A with variance $\sigma^2$, it is also Gaussian in B, and $\lambda_A=\lambda_B=\lambda$:

$$\boxed{\sigma_A^2=\sigma_B^2=2\lambda kT,\qquad \langle X\rangle_A=\Delta F+\lambda,\qquad \langle X\rangle_B=\Delta F-\lambda}$$

With a common constant $C$, the curves are then parabolas of curvature $1/(2\lambda)$:

$$F_A(x)=C+\frac{(x-\Delta F-\lambda)^2}{4\lambda},\qquad F_B(x)=C+\Delta F+\frac{(x-\Delta F+\lambda)^2}{4\lambda}.$$

For one spring of stiffness $\kappa$ displaced by $d$, $\lambda=\tfrac12\kappa d^2$ is the mechanical relaxation energy.

In the table of computed values, the rows marked "sampled" belong to an earlier test of the identity, in which two states of two coupled coordinates were sampled independently.

### Barriers

The crossing is at $x=0$. Measured from each minimum, its height is

$$\Delta F^\ddagger_{A\to B}=\frac{(\lambda+\Delta F)^2}{4\lambda},\qquad \Delta F^\ddagger_{B\to A}=\frac{(\lambda-\Delta F)^2}{4\lambda}.$$

Their difference is $4\lambda\Delta F/(4\lambda)=\Delta F$, as detailed balance requires for parabolas of equal width. For $\Delta F=0$ both barriers are $\lambda/4$. At $\Delta F=-\lambda$ the forward barrier vanishes, because the mean gap in A is then zero. For still more negative $\Delta F$ the forward barrier grows again. This is the inverted region. These expressions give the free-energy cost of reaching degeneracy. The rate also needs a prefactor, which depends on the electronic coupling and the dynamics and is not treated here.

### A solvent of many springs

The Gaussian assumption holds for a harmonic solvent with any number of coupled coordinates, if the transfer displaces the minimum and leaves the stiffness matrix $K$ unchanged:

$$E_A=\tfrac12q^{\mathsf T}Kq,\qquad E_B=\tfrac12(q-d)^{\mathsf T}K(q-d)+\varepsilon .$$

The quadratic terms cancel in the gap, $X=-d^{\mathsf T}Kq+\tfrac12d^{\mathsf T}Kd+\varepsilon$. A linear combination of jointly Gaussian variables is Gaussian. For its variance we need $\langle q_iq_j\rangle_A$. The integral of a total derivative vanishes, so

$$0=\int dq\,\frac{\partial}{\partial q_i}\Big(q_j\,e^{-E_A/kT}\Big)\quad\Rightarrow\quad \delta_{ij}=\frac{1}{kT}\sum_lK_{il}\langle q_lq_j\rangle_A .$$

The matrix of averages is therefore $kT\,K^{-1}$, and

$$\sigma^2=d^{\mathsf T}K\,(kT\,K^{-1})\,Kd=kT\,d^{\mathsf T}Kd=2\lambda kT,\qquad \lambda=\tfrac12d^{\mathsf T}Kd .$$

The $\lambda$ defined by free energies is here the mechanical relaxation energy, as for one spring. The two partition functions are equal apart from $\varepsilon$, so $\Delta F=\varepsilon$.

Numerical integration over two coupled coordinates at 300 K, where $kT=0.025852$ eV, tests this. The relaxation energy is 0.7250 eV, so $2\lambda kT=0.037485$ eV². The variances obtained from the Boltzmann weights of A and of B both agree with this value. For $\Delta F=-0.20$ eV the barrier found by integration along the lines of constant gap is 0.0950 eV, and the formula gives $0.525^2/2.900=0.0950$ eV. For $\Delta F=-1.20$ eV, in the inverted region, the integration gives 0.0778 eV, and the formula gives $0.475^2/2.900=0.0778$ eV.

### How far must the Gaussian reach?

The derivation used the Gaussian form of $P_A$ along the whole axis. Suppose that it is known only in an interval. The identity then gives the shape of $P_B$ in the same interval, but not its height, because $\Delta F$ depends on the whole axis. Outside the interval it gives nothing. To reach the minimum of B, the Gaussian must hold out to a distance $2\lambda$ from the mean of A. In standard deviations this is

$$\frac{2\lambda}{\sigma}=\frac{2\lambda}{\sqrt{2\lambda kT}}=\sqrt{\frac{2\lambda}{kT}} .$$

For $\lambda$ near 1 eV at room temperature the distance is almost nine standard deviations. An unbiased simulation of state A does not visit such gaps, and a histogram that looks Gaussian is no evidence about them. The following model shows what can happen. Its dipoles do not interact, share one coupling, and feel a field in one state only, so it does not tell how strongly a real solvent saturates.

### Dipoles that can saturate

Let the solvent consist of $N$ independent, freely rotating dipoles. In state A they feel no field. In state B each has energy $-w\cos\theta$ in the field of the transferred charge. Integration over the momenta of a rotor leaves the measure $\sin\theta\,d\theta$, so $u=\cos\theta$ is uniformly distributed between $-1$ and $1$ in state A. The gap is

$$X=x_0-w\sum_{j=1}^{N}u_j,\qquad x_0=0.8\ \text{eV}.$$

In state A, $\langle u\rangle=0$ and $\langle u^2\rangle=1/3$. The mean gap is $x_0$, and the variance is $\sigma^2=Nw^2/3$. The fourth moment measures the departure from a Gaussian. For one dipole $\langle u^4\rangle-3\langle u^2\rangle^2=1/5-1/3=-2/15$. This combination, the fourth cumulant, adds over independent variables. Divided by the square of the variance it gives the excess kurtosis

$$g=\frac{-(2/15)\,Nw^4}{N^2w^4/9}=-\frac{6}{5N}.$$

In state B, set $a=w/kT$. The average of the Boltzmann factor of one dipole over orientations is $\tfrac12\int_{-1}^{1}e^{au}du=\sinh a/a$. Hence

$$\Delta F=x_0-NkT\ln\frac{\sinh a}{a}.$$

The first and second derivatives of this logarithm with respect to $a$ are the mean and the variance of $u$ in state B:

$$\langle u\rangle_B=\coth a-\frac1a,\qquad \operatorname{var}_B(u)=\frac1{a^2}-\frac1{\sinh^2a}.$$

For small $a$, $\sinh a/a=1+a^2/6+a^4/120+\dots$, so its logarithm is $a^2/6-a^4/180+\dots$, where $1/120-1/72=-1/180$. The second derivative is $1/3-a^2/15+\dots$, and

$$\frac{\sigma_B^2}{\sigma_A^2}=1-\frac{a^2}{5}+\dots,\qquad \Delta F=x_0-\frac{Nw^2}{6kT}+\dots=x_0-\frac{\sigma^2}{2kT}+\dots$$

Weak coupling to each dipole restores the Gaussian relations for the variance and $\Delta F$. The distribution itself is close to a Gaussian only if $N$ is also large. For large $a$ the dipoles are nearly aligned, and the variance of $u$ falls towards $1/a^2$. This is saturation.

Compare two solvents. The weak one has $N=6000$ and $w=0.005$ eV, so $a=0.193$. The strong one has $N=60$ and $w=0.05$ eV, so $a=1.934$. In both, $Nw^2/3=0.0500$ eV². Someone who knows the mean and variance in state A makes the same Marcus prediction for both:

$$\lambda=\frac{0.0500}{2\times0.025852}=0.967\ \text{eV},\qquad \Delta F=0.800-0.967=-0.167\ \text{eV},$$

$$\langle X\rangle_B=0.800-2\times0.967=-1.134\ \text{eV},$$

$$\Delta F^\ddagger_{A\to B}=\frac{0.800^2}{4\times0.967}=0.1655\ \text{eV},\qquad \Delta F^\ddagger_{B\to A}=\frac{1.134^2}{4\times0.967}=0.3325\ \text{eV}.$$

In atomic units $\lambda=0.03554$ hartree, and the forward barrier is 0.00608 hartree. The direct results, in eV unless marked, are these.

| | Marcus | weak | strong |
|---|---|---|---|
| $\Delta F$ | −0.167 | −0.166 | −0.069 |
| mean gap in B | −1.134 | −1.129 | −0.777 |
| curvature at A (1/eV) | 0.517 | 0.517 | 0.512 |
| curvature at B (1/eV) | 0.517 | 0.521 | 0.953 |
| forward barrier | 0.1655 | 0.1655 | 0.1674 |
| backward barrier | 0.3325 | 0.3314 | 0.2444 |

The weak solvent follows the prediction closely. Its variance in B is 0.04963 eV², lower than in A by 0.7%, and $a^2/5$ is also 0.7%.

In the strong solvent the excess kurtosis in A is $-0.02$, which would be hard to see in a histogram. Yet the variance in B is 0.0270 eV², about half of that in A, and the curvature at the minimum of B is almost twice that at the minimum of A. The reorganization energies are $\lambda_A=0.869$ eV and $\lambda_B=0.708$ eV. The backward barrier is 0.088 eV below the prediction. At 300 K this changes its Boltzmann factor by $e^{0.0881/0.02585}\approx30$.

The identity survives in both solvents. The densities $P_A$ and $P_B$ were computed separately, each by Fourier inversion of the characteristic function of its own ensemble. Between gaps of −0.4 and 0.1 eV, $F_B(x)-F_A(x)$ agrees with $x$ to better than $10^{-8}$ eV. The average curvature between the minima can also be estimated. The identity alone does not place it between the two end values; a curvature that changes monotonically over the interval would. With the mean gaps standing in for the minima, $1/(0.800+0.777)=0.634$ per eV, which lies between the curvatures at the two minima.

Why does the forward barrier hardly notice the saturation? The first correction to the Gaussian answers this. Put $z=(x-x_0)/\sigma$. A small fourth cumulant $g\sigma^4$ multiplies the Gaussian characteristic function by $1+g\sigma^4t^4/24$. Under the Fourier inversion $t^4$ becomes a fourth derivative with respect to $x$, and the fourth derivative of $e^{-z^2/2}$ with respect to $z$ is $(z^4-6z^2+3)e^{-z^2/2}$. To first order in $g$,

$$\ln P_A(x)=\text{constant}-\frac{z^2}{2}+\frac{g}{24}\,(z^4-6z^2).$$

The crossing $x=0$ lies at $|z|=0.800/\sqrt{0.0500}=3.58$, where $z^4-6z^2\approx87$. The barrier rises by $kT\times0.0200\times87/24=0.0019$ eV, which accounts for the difference between 0.1674 and 0.1655 eV to within 0.0001 eV. At $z=0$ the second derivative of the correction is $-g/2=+0.01$. This lowers the curvature at the minimum of A by 1%, from 0.517 to 0.512 per eV, as found. The mean gap of B lies at $|z|=1.577/0.2236=7.05$. There the correction to the logarithm is about $-1.8$, no longer small, and the expansion cannot be trusted. The forward barrier probes the near part of the curve, and the backward barrier also depends on the far part.

### Quantum nuclei

The proof of the identity split $e^{-E_B/kT}$ into $e^{-X/kT}e^{-E_A/kT}$. For quantum nuclei the exponents are operators. The Hamiltonian $H_A$ contains momenta and does not commute with $X(q)$, so the split is not allowed. A single displaced mode of frequency $\omega$ shows the consequence. In dimensionless coordinates,

$$H_A=\tfrac12\hbar\omega(p^2+q^2),\qquad H_B=\tfrac12\hbar\omega\big[p^2+(q-d)^2\big]+\Delta F .$$

The two spectra differ by the constant $\Delta F$, which is therefore the reaction free energy. The gap operator is $X=-\hbar\omega d\,q+\lambda+\Delta F$ with $\lambda=\tfrac12\hbar\omega d^2$.

We need the thermal distribution of $q$ in state A. Write $q=(c+c^\dagger)/\sqrt2$ with $[c,c^\dagger]=1$, and let $Y=e^{itq}$, $f(t)=\langle Y\rangle$ and $u=\hbar\omega/2kT$. From here on $u$ has this meaning. The thermal density operator is proportional to $e^{-2uc^\dagger c}$. When $c$ is moved through it, a factor $e^{2u}$ appears, and the cyclic property of the trace gives $\langle cY\rangle=e^{2u}\langle Yc\rangle$. The commutator is $[c,Y]=(it/\sqrt2)Y$. Eliminate $\langle Yc\rangle$ between the two relations:

$$\langle cY\rangle=\frac{it}{\sqrt2}\,\frac{f}{1-e^{-2u}}=\frac{it}{\sqrt2}(n+1)f,\qquad n=\frac{1}{e^{2u}-1}.$$

For $c^\dagger$ the factor is $e^{-2u}$ and the commutator has the opposite sign, which gives $\langle c^\dagger Y\rangle=(it/\sqrt2)\,n f$. Therefore

$$f'(t)=\frac{i}{\sqrt2}\big\langle(c+c^\dagger)Y\big\rangle=-t\,(n+\tfrac12)f,\qquad f(t)=e^{-(n+1/2)t^2/2}.$$

The distribution of $q$ is Gaussian with variance $n+\tfrac12=\tfrac12\coth u$. In state B it has the same width and is centred at $d$. The gap is Gaussian in both states, with means $\Delta F\pm\lambda$ and the common variance

$$s^2=(\hbar\omega d)^2\,\tfrac12\coth u=\lambda\hbar\omega\coth u .$$

The histogram curves again have equal curvature, but their difference is

$$f_B(x)-f_A(x)=\frac{kT}{2s^2}\Big[(x-\Delta F+\lambda)^2-(x-\Delta F-\lambda)^2\Big]=\frac{2\lambda kT}{s^2}(x-\Delta F)=\frac{\tanh u}{u}\,(x-\Delta F).$$

For the histogram of $X(q)$ the slope is below one at any nonzero frequency. Zero-point motion widens the distribution beyond $2\lambda kT$. As $u\to0$, $\tanh u/u\to1$ and $s^2\to2\lambda kT$, and the classical results return.

Diagonalization of both Hamiltonians on a grid tests these formulas, with $\lambda=0.05$ eV at 300 K, where $2\lambda kT=0.002585$ eV². For a slow mode with $\hbar\omega=0.01$ eV the variance is 0.002617 eV² and the slope is 0.988. For a fast mode with $\hbar\omega=0.2$ eV the variance is 0.0100 eV², nearly four times the classical value, and the slope is 0.258. Equal curvatures are therefore no evidence that the classical identity holds. In this mode the widths agree because the two oscillators have the same frequency, while the value $2\lambda kT$ belongs to the classical limit. What fails is the identity for the histogram of $X(q)$. A different distribution keeps it. Take the transition energies $x=E^B_m-E^A_n$ between levels of the two Hamiltonians, weighted by the overlap $|\langle m|n\rangle|^2$ and by the thermal population of the initial level. The overlap is the same in both directions and the populations have the ratio $e^{-(x-\Delta F)/kT}$, so $P_B=P_A\,e^{-(x-\Delta F)/kT}$ holds exactly for this distribution. For a single mode it is a set of lines spaced by $\hbar\omega$ and not a Gaussian.

## Table of computed values

```
temperature = 300 K
kT = 0.025852 eV
sampled: bins used = 22
sampled: slope of curve difference = 1.004
sampled: dF from intercept = 0.278 kT
sampled: dF from quadrature = 0.274 kT
sampled: mean squared deviation/error = 1.18
harmonic: lambda (relaxation) = 0.7250 eV
harmonic: 2 lambda kT = 0.037485 eV^2
harmonic: variance in A = 0.037485 eV^2
harmonic: variance in B = 0.037485 eV^2
harmonic: dF -0.20 eV, barrier 0.0950 eV
harmonic: dF -1.20 eV, barrier 0.0778 eV
dipoles: mean gap in A = 0.8 eV
Marcus from A: lambda = 0.9670 eV
Marcus from A: lambda = 0.03554 hartree
Marcus from A: dF = -0.1670 eV
Marcus from A: mean gap in B = -1.1341 eV
Marcus from A: curvature = 0.5170 1/eV
Marcus from A: forward barrier = 0.1655 eV
  the same = 0.006080 hartree
Marcus from A: backward barrier = 0.3325 eV
minima apart = 8.65 std. deviations
weak: N = 6000, w = 0.005 eV, w/kT = 0.1934
weak: variance A 0.05000, B 0.04963 eV^2
weak: excess kurtosis in A = -0.0002
weak: dF = -0.1658 eV
weak: mean gap in B = -1.1293 eV
weak: lambda_A 0.9658, lambda_B 0.9634 eV
weak: curvature at A minimum = 0.5170 1/eV
weak: curvature at B minimum = 0.5209 1/eV
weak: forward barrier = 0.1655 eV
weak: backward barrier = 0.3314 eV
weak: largest |F_B-F_A-x| = 8.9e-09 eV
strong: N = 60, w = 0.05 eV, w/kT = 1.9341
strong: variance A 0.05000, B 0.02702 eV^2
strong: excess kurtosis in A = -0.0200
strong: dF = -0.0689 eV
strong: mean gap in B = -0.7769 eV
strong: lambda_A 0.8689, lambda_B 0.7080 eV
strong: curvature at A minimum = 0.5119 1/eV
strong: curvature at B minimum = 0.9528 1/eV
strong: forward barrier = 0.1674 eV
strong: backward barrier = 0.2444 eV
strong: largest |F_B-F_A-x| = 2.5e-11 eV
quantum mode: lambda = 0.05 eV, dF = -0.1 eV
quantum mode: 2 lambda kT = 0.002585 eV^2
quantum 0.01 eV: variance = 0.002617 eV^2
quantum 0.01 eV: slope of difference = 0.9877
quantum 0.2 eV: variance = 0.010009 eV^2
quantum 0.2 eV: slope of difference = 0.2583
```
